# Counting and Bisecting Subband Edges in Layered Films

A transport or charge calculation that expands the electrons of a thin channel in subbands needs a choice of how many to keep. Too few lose electrons; too many waste work at every bias point. The decision needs the number of subband edges below a cutoff energy, and perhaps one or two edges to good accuracy. Both can be had without computing the whole spectrum.

## The matrix and the result

Take a film of \(N\) layers with one orbital per layer. Layer \(j\) has site energy \(a_j\), which includes any electrostatic or chemical shift, and a real hopping \(b_j\) couples layers \(j\) and \(j+1\). There is no hopping beyond adjacent layers and none out of the film. At the in-plane band minimum the subband edges \(E_1\le E_2\le\dots\le E_N\) are the eigenvalues of the tridiagonal matrix

\[
H_{jj}=a_j,\qquad H_{j,j+1}=H_{j+1,j}=b_j .
\]

If all layers share the in-plane mass \(m\) and the hoppings do not depend on the in-plane wavevector \(q\), a nonzero \(q\) adds \(\hbar^2q^2/2m\) to every site energy. This is a multiple of the unit matrix, so every eigenvalue rises by the same amount and the eigenvectors stay as they were.

Let \(N(E)\) be the number of edges below \(E\), with \(E\) not itself an edge. Then \(N(E)\) is the number of negative pivots in

\[
d_1=a_1-E,\qquad d_j=a_j-E-\frac{b_{j-1}^2}{d_{j-1}} . \tag{1}
\]

## Why negative pivots count edges

Seek a factorisation \(H-E=LDL^{T}\), with \(D=\mathrm{diag}(d_1,\dots,d_N)\) and \(L\) having ones on its diagonal and entries \(l_j\) just below it. Multiplying out gives

\[
(LDL^T)_{j+1,j}=l_jd_j,\qquad (LDL^T)_{jj}=d_j+l_{j-1}^2d_{j-1}.
\]

The first must equal \(b_j\), so \(l_j=b_j/d_j\). The second must equal \(a_j-E\), so \(d_j=a_j-E-b_{j-1}^2/d_{j-1}\), which is (1). The factorisation exists when no pivot vanishes.

It remains to show that \(M=H-E\) and \(D\) have equally many negative eigenvalues (Sylvester's law of inertia). Call these numbers \(n_M\) and \(n_D\). With \(y=L^Tx\),

\[
x^TMx=y^TDy=\sum_j d_j\,y_j^2 .
\]

On the space spanned by the eigenvectors of \(M\) with negative eigenvalues, of dimension \(n_M\), the form is negative for every nonzero \(x\). On the space of those \(x\) for which \(y_j=0\) wherever \(d_j<0\), it is never negative. Since \(L\) is invertible, this second space has dimension \(N-n_D\). The two share only the zero vector, so \(n_M+N-n_D\le N\), or \(n_M\le n_D\). Exchanging the roles of \(M\) and \(D\) gives \(n_D\le n_M\). Hence \(n_M=n_D\), and the negative eigenvalues of \(H-E\) are the edges below \(E\).

The count was compared with dense diagonalisation for 200 random films of up to 30 layers, many of them cut in two by a zero hopping, at ten energies each. It agreed at every energy compared.

**Relation to the Sturm sequence.** Let \(p_j\) be the determinant of the leading \(j\times j\) block of \(H-E\), with \(p_0=1\) and \(p_1=a_1-E\). Expansion along the last row gives

\[
p_j=(a_j-E)p_{j-1}-b_{j-1}^2p_{j-2}.
\]

Division by \(p_{j-1}\) reproduces (1) with \(d_j=p_j/p_{j-1}\). A negative pivot is therefore a sign change in the sequence \(p_0,p_1,\dots,p_N\).

**Physical meaning.** Let \(b_j=-t_j\) with \(t_j>0\), and build a solution from the first face with \(\psi_0=0\). Row \(j\) of \((H-E)\psi=0\) reads

\[
t_j\frac{\psi_{j+1}}{\psi_j}=a_j-E-t_{j-1}\frac{\psi_{j-1}}{\psi_j}.
\]

For \(j=1\) the right side is \(d_1\). If \(\psi_j/\psi_{j-1}=d_{j-1}/t_{j-1}\), the last term is \(t_{j-1}^2/d_{j-1}\) and the right side is \(d_j\). By induction \(\psi_{j+1}/\psi_j=d_j/t_j\): a negative pivot is a node between two layers.

At \(E=E_k\) the last pivot vanishes. Differentiating (1),

\[
\frac{\partial d_j}{\partial E}=-1+\frac{b_{j-1}^2}{d_{j-1}^2}\frac{\partial d_{j-1}}{\partial E}\le-1,
\]

so \(d_N\) is positive just below \(E_k\), where the count is \(k-1\). All \(k-1\) negative pivots then belong to the first \(N-1\) layers, and state \(k\) has \(k-1\) sign changes, provided that no layer amplitude is zero. The eight states of the example below have 0 to 7 sign changes, in order.

## Pseudocode

```
count(E):
    n = 0
    for j = 1..N:
        d = a[j] - E
        if j > 1: d = d - b[j-1]^2 / d_previous
        if |d| < eta: d = -eta
        if d < 0: n = n + 1
        d_previous = d
    return n

edge(k, tol):
    r[j] = |b[j-1]| + |b[j]|     (b[0] = b[N] = 0)
    lo = min(a[j] - r[j]) - pad
    hi = max(a[j] + r[j]) + pad
    while hi - lo > tol:
        mid = (lo + hi)/2
        if mid == lo or mid == hi: break
        if count(mid) >= k: hi = mid
        else:               lo = mid
    return (lo + hi)/2
```

The starting interval holds every edge (Gershgorin's bound). To see this, take an eigenvector and let \(j\) be its largest component in magnitude. Row \(j\) gives \((E-a_j)\psi_j=b_{j-1}\psi_{j-1}+b_j\psi_{j+1}\), hence \(|E-a_j|\le|b_{j-1}|+|b_j|\). The loop keeps \(N(\mathrm{lo})<k\le N(\mathrm{hi})\), so the \(k\)-th edge stays in the bracket.

## Cost

One count takes \(N\) pivots. From a starting width \(W\), one edge takes

\[
M=\left\lceil\log_2(W/\mathrm{tol})\right\rceil
\]

counts, or \(NM\) pivots. For a flat film of 2000 layers and a tolerance of \(10^{-12}\) eV, one edge took 82,000 pivots. All \(N\) edges by separate bisections cost \(N^2M\). For eight layers a dense solver is just as practical; the count pays when the film is thick, when few edges are wanted, or when the number below a cutoff is itself the answer.

## Stability

Let \(u=2^{-53}\) be the unit roundoff of double precision, and assume no overflow or underflow. Each operation brings a relative error of at most \(u\), so the computed pivot obeys

\[
d_j=\left[(a_j-E)(1+\alpha_j)-\frac{b_{j-1}^2(1+\beta_j)(1+\gamma_j)}{d_{j-1}}\right](1+\delta_j),
\]

with \(\alpha_j\) from the first subtraction, \(\beta_j\) from squaring, \(\gamma_j\) from division and \(\delta_j\) from the last subtraction. Define \(\tilde d_j=d_j/[(1+\alpha_j)(1+\delta_j)]\), which has the sign of \(d_j\). Dividing the equation by \((1+\alpha_j)(1+\delta_j)\), and writing \(d_{j-1}\) through \(\tilde d_{j-1}\), gives

\[
\tilde d_j=a_j-E-\frac{\tilde b_{j-1}^2}{\tilde d_{j-1}},\qquad
\tilde b_{j-1}^2=b_{j-1}^2\frac{(1+\beta_j)(1+\gamma_j)}{(1+\alpha_j)(1+\alpha_{j-1})(1+\delta_{j-1})}.
\]

The computed signs therefore belong to a film with unchanged site energies and slightly changed hoppings. Five factors change \(b^2\) by at most \(5u\) relatively, to leading order in \(u\), and \(b\) by half of that. The change of \(H\) has at most two entries per row, so its eigenvalues are at most \(2\times\tfrac52u\max|b|\) in magnitude. Adding a symmetric matrix moves no ordered eigenvalue by more than its largest eigenvalue magnitude, so

\[
|\delta E_k|\le5u\max_j|b_j| .
\]

A count can be wrong only within this distance of an edge. For a hopping of 0.35 eV the bound is \(1.9\times10^{-16}\) eV. In the example, counts taken four times this distance below and above each 40-digit eigenvalue were all correct.

## A gated eight-layer film

The parameters are illustrative, with layer spacing, in-plane mass and permittivity roughly those of indium selenide: layer spacing \(d=0.83\) nm, \(b_j=-t\) with \(t=0.35\) eV, in-plane mass \(0.14\,m_0\), out-of-plane permittivity \(\varepsilon_r=8\). A gate next to layer 1 induces \(n=2\times10^{12}\ \mathrm{cm^{-2}}\), so the field at that face is \(F=en/(\varepsilon_0\varepsilon_r)=0.452\) MV/cm. The electron's potential energy is taken as

\[
V_j=eF\ell\left[1-e^{-(j-1)d/\ell}\right],\qquad \ell=3\ \mathrm{nm},
\]

with 0.10 eV added on layer 8 to represent a surface disturbance. The zero of energy is the site energy of layer 1. The site energies are 0, 0.0328, 0.0577, 0.0765, 0.0908, 0.1017, 0.1099 and 0.2161 eV.

**One count.** At \(E=-0.20\) eV, with \(t^2=0.1225\ \mathrm{eV^2}\),

\[
\begin{aligned}
d_1&=0.2000,\\
d_2&=0.2328-0.1225/0.2000=-0.3797,\\
d_3&=0.2577+0.1225/0.3797=0.5803,
\end{aligned}
\]

in eV, followed by 0.0654, −1.5812, 0.3792, −0.0132 and 9.7140. Three pivots are negative, so three edges lie below −0.20 eV. The small seventh pivot does not signal a nearby edge of the film. Since \(d_7=p_7/p_6\), it vanishes at the edges of the first seven layers taken alone. By the slope bound above, \(d_7\) rises at least as fast as \(E\) is lowered, so such an edge lies within about 0.013 eV below −0.20 eV.

**One edge.** The bounds are \(0.0328-0.70=-0.6672\) eV and \(0.1099+0.70=0.8099\) eV. For \(k=2\) the first trials are:

| Trial energy (eV) | Count | Bound moved |
|---:|---:|:---|
| 0.07136 | 4 | upper |
| −0.29792 | 2 | upper |
| −0.48256 | 1 | lower |
| −0.39024 | 2 | upper |
| −0.43640 | 2 | upper |
| −0.45948 | 1 | lower |

The edge now lies between −0.45948 and −0.43640 eV. After 41 trials the result is \(E_2=-0.456341\) eV. The other low edges are \(E_1=-0.583822\) eV and \(E_3=-0.264659\) eV. These digits describe the arithmetic, not the accuracy of the model.

## Thickness dependence

For a flat film, \(a_j=0\), try \(\psi_j=\sin j\theta\), which vanishes at \(j=0\). Then

\[
-t\left[\sin(j-1)\theta+\sin(j+1)\theta\right]=-2t\cos\theta\,\sin j\theta ,
\]

and \(\psi_{N+1}=0\) requires \(\theta=k\pi/(N+1)\). Thus

\[
E_k=-2t\cos\frac{k\pi}{N+1},\qquad E_1\simeq-2t+\frac{t\pi^2}{(N+1)^2}\quad(N\gg1).
\]

The second form is that of a particle in a box of width \((N+1)d\) with mass \(m_z=\hbar^2/(2td^2)=0.158\,m_0\). Bisection reproduced the closed form for every edge of flat films with 2, 4, 8 and 16 layers to within \(2\times10^{-12}\) eV.

In the next table the gate density, screening length, top-layer shift and probe energy of −0.20 eV are held fixed.

| \(N\) | Flat \(E_1\) (eV) | Gated \(E_1\) (eV) | Gated edges below probe |
|---:|---:|---:|---:|
| 2 | −0.3500 | −0.2898 | 1 |
| 4 | −0.5663 | −0.5149 | 1 |
| 8 | −0.6578 | −0.5838 | 3 |
| 16 | −0.6881 | −0.5921 | 6 |

From 8 to 16 layers the flat edge falls by 30 meV but the gated edge by only 8 meV. Far from the gate the site energy approaches \(eF\ell=0.136\) eV, where states can propagate only above \(0.136-0.700=-0.564\) eV. The gated edge lies below this, so its state decays in the distant layers and gains little from them.

## From the count to the subbands to keep

With spin included and one valley, the states per area with in-plane kinetic energy below \(\varepsilon=\hbar^2q^2/2m\) number \(2\pi q^2/(2\pi)^2=m\varepsilon/(\pi\hbar^2)\). Each subband thus contributes a constant \(g=m/(\pi\hbar^2)\) above its edge, and the total density of states is \(gN(E)\). With the Fermi function \(f\) and Fermi level \(\mu\),

\[
n=\int gN(E)f(E)\,dE=g\sum_k\int_{E_k}^{\infty}f\,dE
=gk_BT\sum_k\ln\left[1+e^{(\mu-E_k)/k_BT}\right],
\]

because \(-k_BT\ln[1+e^{(\mu-E)/k_BT}]\) has derivative \(f(E)\) and vanishes at infinity.

Here \(g=5.85\times10^{13}\ \mathrm{eV^{-1}cm^{-2}}\), and at 300 K \(k_BT=25.9\) meV, so \(gk_BT=1.51\times10^{12}\ \mathrm{cm^{-2}}\). The Fermi level lies 25.5 meV above \(E_1\). The first subband holds \(1.51\times10^{12}\ln(1+e^{0.985})=1.97\times10^{12}\ \mathrm{cm^{-2}}\), and the second holds 1.45 % of the electrons. Integrating the counted staircase numerically, with the edges used only to set \(\mu\) and the limits of integration, gives \(1.9998\times10^{12}\ \mathrm{cm^{-2}}\).

The count at \(\mu\) is 1, yet the second subband is not empty. A cutoff at \(\mu+10k_BT\simeq-0.30\) eV keeps two subbands. The third, 294 meV above \(\mu\), would hold about \(10^{-5}\) of the electrons. If \(\mu\) lies below \(E_1\), as in a channel that is switched off, use \(E_1+10k_BT\) instead: at \(10^7\ \mathrm{cm^{-2}}\), with the gate field reduced in proportion, \(\mu\) is about \(12k_BT\) below \(E_1\), and a cutoff at \(\mu+10k_BT\) would keep no subband at all. These rules concern the charge in equilibrium. For transport under bias, place the cutoff \(10k_BT\) above the highest contact Fermi level or the highest value of \(E_1\) along the channel, whichever is higher, and count at the cross-section where the edges lie lowest: lowering all site energies here by 0.1 eV brings a third edge below the same cutoff. Where the potential across the film changes along the channel, subbands mix, so repeat the calculation with more of them: the second state of the same film without the gate field, but with the top-layer shift kept, has 2.2 % of its weight outside the first two gated subbands. At zero temperature, with the edges held fixed, the second subband would start to fill at \(n=g(E_2-E_1)=7.5\times10^{12}\ \mathrm{cm^{-2}}\).

## Several orbitals per layer

Let layer \(j\) have a symmetric block \(A_j\), and let \(B_j\) be the block of \(H\) in row \(j\), column \(j+1\). The same elimination, with \(L_{j+1,j}=B_j^TD_j^{-1}\), gives

\[
D_1=A_1-E,\qquad D_j=A_j-E-B_{j-1}^TD_{j-1}^{-1}B_{j-1}.
\]

The inertia argument holds for the block-diagonal \(D\), so \(N(E)\) is the total number of negative eigenvalues of the \(D_j\). For \(s\) orbitals per layer the cost grows as \(Ns^3\). Second-neighbour hopping fits the same scheme if layers are grouped in pairs, since each pair then couples only to adjacent pairs.

This form sizes the mixing of conduction and valence bands. Give each layer a valence orbital 2.8 eV below the conduction orbital, with valence hopping \(t_v=0.40\) eV and mixing \(w=0.25\) eV:

\[
B_j=\begin{pmatrix}-t&w\\-w&t_v\end{pmatrix}.
\]

The count at −1.2 eV, inside the gap, is 8: these are the valence subbands, and conduction edge \(k\) is edge \(8+k\) of the full matrix. Mixing raises \(E_1\), \(E_2\) and \(E_3\) by 14, 43 and 67 meV.

The bulk mass shows why this matters. At phase \(\theta\) per layer the off-diagonal element is \(w(e^{i\theta}-e^{-i\theta})=2iw\sin\theta\), and the gap at \(\theta=0\) is \(G=2.8-2t-2t_v=1.3\) eV. Second-order perturbation theory for small \(\theta\) gives

\[
E_c\simeq-2t+\left(t+\frac{4w^2}{G}\right)\theta^2 .
\]

The bracket rises from 0.35 to 0.542 eV, so the out-of-plane mass falls from 0.158 to \(0.158\times0.35/0.542=0.102\,m_0\), as the numerical curvature also gives.

## Comparison with a real film

Layer spacing, in-plane mass and permittivity are roughly those of indium selenide, and the top-layer shift is a free choice. The hopping is too small for a one-band model of that material: it gives \(m_z=0.158\,m_0\), while the bulk electron mass along the layer normal is about \(0.08\,m_0\). Matching \(0.081\,m_0\) needs \(t=0.68\) eV, which widens \(E_2-E_1\) from 127.5 to 240 meV and cuts the second subband's share of the electrons from 1.45 % to 0.02 %. The bulk mass alone does not fix this spacing: reaching the same \(0.081\,m_0\) in the two-band model, with \(t=0.35\) eV kept and \(w\) raised to 0.329 eV, gives \(E_2-E_1=176\) meV and a share of 0.23 %. In both cases the cutoff \(\mu+10k_BT\) still keeps two subbands. Of the effects left out of the example and sized here, band mixing moves the edges most. The assumed gate potential can be replaced by one in which the field between layers \(j\) and \(j+1\) ends on the electrons beyond \(j\),

\[
V_{j+1}-V_j=\frac{e^2d}{\varepsilon_0\varepsilon_r}\sum_{i>j}n_i ,
\]

where \(n_i\) is the density on layer \(i\). Iterated to self-consistency with the site energy of layer 1 held at zero, this moves \(E_1\) by +3.9 meV and \(E_2\) by −0.3 meV. Three barrier layers 3 eV up, coupled by the full hopping \(t\) on the gate side, lower them by 2.3 and 4.5 meV.

If the scattering time in the mobility is taken as the lifetime of a state, a mobility \(\mu_m=1000\ \mathrm{cm^2/Vs}\) gives a broadening \(\hbar e/(\mu_m m)=8.3\) meV, against a spacing \(E_2-E_1\) of 127.5 meV. At \(100\ \mathrm{cm^2/Vs}\) it would be 83 meV, and sharp edges would be a poor description. The field in an \(\mathrm{SiO_2}\) gate dielectric without interface charge is 0.93 MV/cm, well below a rough breakdown field of 10 MV/cm. Second-neighbour hopping and a layer-dependent in-plane mass have not been sized.

## Failure modes

- **Zero pivot.** Replacing \(|d_j|<\eta\) by \(-\eta\) lowers one site energy by at most \(2\eta\), and hence no edge by more than that if one pivot is replaced. Choose \(\eta\) tiny, but large enough that \(b^2/\eta\) does not overflow; \(10^{-290}\) eV serves here. If the last pivot vanishes, \(E\) is an edge and this rule counts it.
- **Plain determinants.** In a flat chain at an energy inside the band, \(p_j\) scales as \(t^j\). With \(t=0.35\) in eV, \(t^{2000}\) is about \(10^{-912}\), below the double-precision range. At −0.30 eV the computed \(p_{2000}\) was zero, while the pivots gave the correct count, 718.
- **Tolerance too small.** When the bracket reaches adjacent floating-point numbers, the midpoint equals one end. The break in the loop handles this.
- **Edges closer than the tolerance.** Bisection returns nearly equal values for them. Counts on either side still give their number.
- **Nearly singular block.** The rounding bound was derived for scalar pivots only. In the block form, move \(E\) slightly and check that the count is unchanged.
- **Unequal in-plane masses.** The site energies become \(a_j+\hbar^2q^2/2m_j\). The count still holds at each \(q\), but the subbands no longer shift rigidly and \(gN(E)\) is no longer the density of states.

The full set of edges is in the numerical output below.

## Calculated quantities

```
layers 8, spacing 0.83 nm, hopping 0.35 eV
in-plane mass 0.14 m0, permittivity 8.0
density 2.0e+12 cm^-2, temperature 300 K
screening length 3.0 nm, top-layer shift 0.1 eV
gate field at film face: 0.452 MV/cm
site energies (eV): 0.0000 0.0328 0.0577 0.0765 0.0908 0.1017 0.1099 0.2161
probe energy: -0.20 eV
pivots (eV): 0.2000 -0.3797 0.5803 0.0654 -1.5812 0.3792 -0.0132 9.7140
subbands below probe: 3
Gershgorin bounds: -0.6672 to 0.8099 eV
edge 2, trial 1: E = 0.07136 eV, count 4
edge 2, trial 2: E = -0.29792 eV, count 2
edge 2, trial 3: E = -0.48256 eV, count 1
edge 2, trial 4: E = -0.39024 eV, count 2
edge 2, trial 5: E = -0.43640 eV, count 2
edge 2, trial 6: E = -0.45948 eV, count 1
bracket width at stop: below 1e-12 eV
trial energies per edge: 41
edges 1-4 (eV): -0.583822 -0.456341 -0.264659 -0.031014
edges 5-8 (eV): 0.213929 0.439618 0.620794 0.747084
largest gap to dense solver: 3.4e-13 eV
rounding bound on the count: 1.9e-16 eV
N=2: flat E1 -0.3500 eV, gated E1 -0.2898 eV, below probe 1
N=4: flat E1 -0.5663 eV, gated E1 -0.5149 eV, below probe 1
N=8: flat E1 -0.6578 eV, gated E1 -0.5838 eV, below probe 3
N=16: flat E1 -0.6881 eV, gated E1 -0.5921 eV, below probe 6
2000 layers, flat: E1 = -0.699999137 eV
2000 layers: pivots for one edge 82000
2000 layers: count below -0.30 eV = 718
2000 layers: last plain minor in floating point = 0.0
density of states per subband: 5.848e+13 /(eV cm^2)
Fermi level: -0.5583 eV, 25.5 meV above E1
subbands below Fermi level: 1
share of electrons in subband 2: 1.45 %
density from counted staircase: 1.9998e+12 cm^-2
spacing E2-E1: 127.5 meV
thermal energy: 25.9 meV
mobility 1000 cm2/Vs: broadening 8.3 meV
mixing model: monolayer gap 2.8 eV, valence hopping 0.4 eV, mixing 0.25 eV
mixing shift of E1, E2, E3 (meV): 14.3 43.3 66.6
out-of-plane mass: 0.158 m0 single band, 0.102 m0 mixed
self-consistent charge shift of E1, E2 (meV): 3.9 -0.3
dielectric barrier 3.0 eV: shift of E1, E2 (meV): -2.3 -4.5
field in SiO2 gate dielectric: 0.93 MV/cm
```
